# Why Some Pitches Print Poorly Under Off-Axis Illumination: a program that tests the result

```python
"""Forbidden pitches in partially coherent imaging of a periodic slot array.

Result under test: for narrow slots, one source point and best focus, the
centre field relative to an isolated slot is K/(2p), and the curvature of
-ln(intensity) relative to an isolated slot is (K^2-1)/(4p^2).
p = pitch*NA/wavelength; sigma = source position / pupil radius;
K = number of diffraction orders inside the pupil.
For finite poles the first forbidden pitch is predicted at
2*wavelength/(NA*(1+outer sigma)).
Lengths are in nm, spatial frequencies in 1/nm. NILS is the normalised image
log-slope, slot width times |d ln I/dx| at the nominal slot edge.
"""
import numpy as np

LAM, NA, WIDTH = 193.0, 0.75, 80.0
CUT = NA / LAM
UNIT = LAM / NA
SIG_IN, SIG_OUT = 0.5, 0.7
SIG_MID = 0.5 * (SIG_IN + SIG_OUT)
DEFOCUS = 150.0
RESIST_INDEX, BLUR = 1.7, 10.0
ABSORBER, REDUCTION = 70.0, 4.0
NODES, WEIGHTS = np.polynomial.legendre.leggauss(400)


def midpoints(low, high, count):
    return low + (high - low) * (np.arange(count) + 0.5) / count


def slot_spectrum(f, width):
    return width * np.sinc(width * f)


def focus_phase(g, z):
    return np.exp(2j*np.pi*z*np.sqrt(np.maximum(LAM**-2 - g**2, 0)))


def grating_field(x, pitch, src, z=0.0, width=WIDTH, cut=CUT, factor=None):
    """Field for every source point, from the discrete orders."""
    x = np.atleast_1d(x)
    top = int(np.ceil(2 * CUT * pitch)) + 1
    n = np.arange(-top, top + 1)
    g = src[:, None] + n / pitch
    amp = slot_spectrum(n / pitch, width) / pitch
    amp = amp * (np.abs(g) <= cut) * focus_phase(g, z)
    if factor is not None:
        amp = amp * factor(g)
    return amp @ np.exp(2j * np.pi * np.outer(n, x) / pitch)


def grating_image(x, pitch, src, **options):
    return np.mean(np.abs(grating_field(x, pitch, src, **options))**2, axis=0)


def isolated_field(x, src, z=0.0):
    """Field of one slot, by quadrature over the continuous pupil."""
    x = np.atleast_1d(x)
    g = CUT * NODES
    amp = slot_spectrum(g[None, :] - src[:, None], WIDTH)
    amp = amp * focus_phase(g, z) * WEIGHTS * CUT
    wave = np.exp(2j * np.pi * np.outer(g, x))
    return (amp @ wave) * np.exp(-2j * np.pi * np.outer(src, x))


def isolated_image(x, src, z=0.0):
    return np.mean(np.abs(isolated_field(x, src, z))**2, axis=0)


def nils(image):
    h = 0.05
    inner, edge, outer = image(WIDTH / 2 + np.array([-h, 0.0, h]))
    return WIDTH * (inner - outer) / (2 * h * edge)


def latitude(image):
    """Dose range in percent for a +-10 percent change of printed width."""
    a, b, c = image(WIDTH * np.array([0.45, 0.50, 0.55]))
    return 100 * (a - c) / b


def scan(pitches, src, **options):
    return np.array([nils(lambda x: grating_image(x, q, src, **options))
                     for q in pitches])


# Narrow slots: sum neighbours in real space, with a soft end to the array.
# Here x and p are in units of wavelength/NA.
def narrow_sum(x, p, sigma):
    soft = 40
    m = np.arange(-4 * soft, 4 * soft + 1)
    d = np.asarray(x)[:, None] - m * p
    terms = np.sinc(2 * d) * np.exp(-2j * np.pi * sigma * d)
    return terms @ np.exp(-np.pi * (m / soft)**2)


narrow_rows = []
for p, sigma in [(0.93, 0.6), (1.10, 0.6), (1.70, 0.6), (1.80, 0.0),
                 (2.90, 0.6)]:
    count = 1 + int(np.floor((1-sigma)*p)) + int(np.floor((1+sigma)*p))
    h = 0.003
    field = np.abs(narrow_sum(np.array([-h, 0.0, h]), p, sigma))
    logs = 2 * np.log(field)
    curvature = -(logs[0] - 2 * logs[1] + logs[2]) / h**2
    sharp = curvature / (8 * np.pi**2 / 3)
    assert abs(field[1] - count / (2 * p)) < 2e-3
    assert abs(sharp - (count**2 - 1) / (4 * p**2)) < 3e-3
    narrow_rows.append((p, sigma, count, field[1], sharp))
# Constructive at the centre, yet less sharp than an isolated slot.
assert narrow_rows[0][3] > 1 and narrow_rows[0][4] < 1

# Finite slots with defocus: sum of slot fields against the order sum.
point = np.array([SIG_MID * CUT])
test_pitch = 1.05 * UNIT
x_test = np.array([0.0, 20.0, 40.0, 70.0])
soft = 24
slot_sum = sum(np.exp(-np.pi * (m / soft)**2)
               * isolated_field(x_test - m * test_pitch, point, DEFOCUS)
               for m in range(-3 * soft, 3 * soft + 1))
order_sum = grating_field(x_test, test_pitch, point, z=DEFOCUS)
sum_error = np.max(np.abs(slot_sum-order_sum)) / np.max(np.abs(order_sum))
assert sum_error < 5e-3

# Pitch scan for the two-pole source.
pole = midpoints(SIG_IN * CUT, SIG_OUT * CUT, 100)
dipole = np.concatenate([-pole, pole])
pitches = np.arange(190.0, 701.0)
curve = scan(pitches, dipole)
bad = pitches[np.argmin(curve)]
predicted = 2 * UNIT / (1 + SIG_OUT)
second_range = (pitches >= 400) & (pitches <= 500)
second = pitches[second_range][np.argmin(curve[second_range])]
second_nils = np.min(curve[second_range])
second_predicted = 3 * UNIT / (1 + SIG_OUT)
assert abs(bad - predicted) < 1.5
assert abs(second - second_predicted) < 5
dense = UNIT / (2 * SIG_MID)


def dense_image(x, z=0.0):
    return grating_image(x, dense, dipole, z=z)


def bad_image(x, z=0.0):
    return grating_image(x, bad, dipole, z=z)


def single_image(x, z=0.0):
    return isolated_image(x, dipole, z)


images = [("dense", dense_image), ("forbidden", bad_image),
          ("isolated", single_image)]
focus = {name: nils(f) for name, f in images}
blurred_focus = {name: nils(lambda x: f(x, DEFOCUS)) for name, f in images}
assert focus["forbidden"] < 0.8 * focus["isolated"] < focus["dense"]
loss = {k: 1 - blurred_focus[k] / focus[k] for k in focus}
assert loss["forbidden"] > loss["dense"]

# Self, interference and neighbour-only parts at slot centre and edge.
places = np.array([0.0, WIDTH / 2])
own = isolated_field(places, dipole)
others = grating_field(places, bad, dipole) - own
own_power = np.mean(np.abs(own)**2, axis=0)
cross = 2 * np.mean((own.conj() * others).real, axis=0) / own_power
rest = np.mean(np.abs(others)**2, axis=0) / own_power
assert cross[0] < 0 and cross[0] + rest[0] < cross[1] + rest[1]
pair_cross = []
for m in (1, 2):
    pair = isolated_field(np.array([-m * bad, m * bad]), dipole).sum(axis=1)
    pair_cross.append(2*np.mean((own[:, 0].conj()*pair).real)/own_power[0])


# Causal test: same slots, same pitch, interference switched off.
def incoherent_image(x):
    return sum(isolated_image(x - m * bad, dipole) for m in range(-20, 21))


incoherent = nils(incoherent_image)
assert incoherent > 1.2 * focus["forbidden"]

# Other sources: a small on-axis source and a filled source.
small = midpoints(-0.1 * CUT, 0.1 * CUT, 100)
filled = midpoints(-SIG_OUT * CUT, SIG_OUT * CUT, 200)
axis_pitches = np.arange(290.0, 701.0)
axis_curve = scan(axis_pitches, small)
axis_bad = axis_pitches[np.argmin(axis_curve)]
filled_curve = scan(pitches, filled)
filled_bad = pitches[np.argmin(filled_curve)]
ratio_axis = axis_curve.min() / nils(lambda x: isolated_image(x, small))
ratio_filled = filled_curve.min() / nils(lambda x: isolated_image(x, filled))
ratio_dipole = focus["forbidden"] / focus["isolated"]
assert ratio_axis < 0.8
assert ratio_dipole < ratio_filled

# Defocus of two captured orders: fringe modulation times cos(phase).
s0 = SIG_MID * CUT
g1 = s0 - 1 / bad
phase = 2*np.pi*DEFOCUS*(np.sqrt(LAM**-2-s0**2)-np.sqrt(LAM**-2-g1**2))
a0 = WIDTH / bad
a1 = np.sin(np.pi * WIDTH / bad) / np.pi
formula = a0**2 + a1**2 + 2*a0*a1*np.cos(phase)*np.cos(2*np.pi*x_test/bad)
direct = grating_image(x_test, bad, np.array([-s0, s0]), z=DEFOCUS)
assert np.max(np.abs(formula - direct)) < 1e-10


# Effects left out of the scalar thin-mask image.
def cosine(g):
    return np.sqrt(np.maximum(1 - (LAM * g / RESIST_INDEX)**2, 0))


def sine(g):
    return LAM * g / RESIST_INDEX


def tm_image(x):
    return (grating_image(x, bad, dipole, factor=cosine)
            + grating_image(x, bad, dipole, factor=sine))


tm = nils(tm_image)
unpolarised = nils(lambda x: 0.5 * (tm_image(x) + bad_image(x)))
t, wt = np.polynomial.hermite.hermgauss(15)


def resist_blur(image):
    return lambda x: sum(b * image(x + np.sqrt(2) * BLUR * a)
                         for a, b in zip(t, wt)) / np.sqrt(np.pi)


blur_bad = nils(resist_blur(bad_image))
blur_single = nils(resist_blur(single_image))
height = midpoints(-0.3, 0.3, 8)
tall_source = np.tile(dipole, len(height))
tall_cut = CUT * np.sqrt(1 - np.repeat(height, len(dipole))**2)[:, None]
tall_pitches = np.arange(285.0, 346.0)
tall_curve = scan(tall_pitches, tall_source, cut=tall_cut)
tall_bad = tall_pitches[np.argmin(tall_curve)]
mask_angle = np.arcsin(SIG_MID * NA / REDUCTION)
shadow = ABSORBER * np.tan(mask_angle) / REDUCTION
shadowed = nils(lambda x: grating_image(x, bad, dipole, width=WIDTH-shadow))

print(f"wavelength {LAM:.0f} nm; NA {NA:.2f}; slot width {WIDTH:.0f} nm")
print(f"poles: |sigma| {SIG_IN:.1f} to {SIG_OUT:.1f}; centre {SIG_MID:.1f}")
print(f"wavelength/NA {UNIT:.1f} nm; slot width*NA/wavelength {WIDTH/UNIT:.3f}")
print("narrow slots, real-space sums relative to isolated slot:")
for p, sigma, count, centre, sharp in narrow_rows:
    print(f" p {p:.2f}, sigma {sigma:.1f}, K {count}: "
          f"centre field {centre:.3f}, curvature {sharp:.3f}")
print(f"finite slots: slot sum vs order sum, relative error {sum_error:.1e}")
print(f"first forbidden pitch: scan {bad:.0f} nm, predicted {predicted:.1f} nm")
print(f"second minimum: scan {second:.0f} nm, predicted "
      f"{second_predicted:.1f} nm, NILS {second_nils:.3f}")
print(f"symmetric dense pitch {dense:.1f} nm")
for name, f in images:
    print(f"{name}: NILS {focus[name]:.3f}, latitude {latitude(f):.2f} %, "
          f"centre intensity {f(np.array([0.0]))[0]:.4f} of clear field")
    print(f" at {DEFOCUS:.0f} nm defocus: NILS {blurred_focus[name]:.3f}, "
          f"loss {100*loss[name]:.1f} %")
print("at forbidden pitch, relative to isolated intensity at same place:")
for label, c, r in zip(("centre", "edge"), cross, rest):
    print(f" {label}: interference {c:+.4f}, neighbours alone {r:+.4f}, "
          f"total {1+c+r:.4f}")
print(f" centre interference from nearest pair {pair_cross[0]:+.4f}, "
      f"second pair {pair_cross[1]:+.4f}")
print(f"incoherent addition at forbidden pitch: NILS {incoherent:.3f}")
print(f"minimum NILS/isolated NILS, two poles: {ratio_dipole:.3f}")
print(f" on-axis |sigma|<0.1: {ratio_axis:.3f} at {axis_bad:.0f} nm "
      "(scan from 290 nm)")
print(f" filled |sigma|<{SIG_OUT:.1f}: {ratio_filled:.3f} "
      f"at {filled_bad:.0f} nm")
print(f"two-order phase at forbidden pitch, pole centre: {phase:.3f} rad")
print(f" modulation factor cos(phase): {np.cos(phase):.3f}")
print("neglected effects at forbidden pitch, best focus:")
print(f" resist index {RESIST_INDEX:.1f} (rough): TM NILS {tm:.3f}, "
      f"unpolarised NILS {unpolarised:.3f}")
print(f" resist blur {BLUR:.0f} nm standard deviation (rough): "
      f"NILS {blur_bad:.3f}; isolated {blur_single:.3f}")
print(f" pole height |sigma_y|<0.3: minimum at {tall_bad:.0f} nm, "
      f"NILS {tall_curve.min():.3f}")
print(f" absorber {ABSORBER:.0f} nm (rough), mask reduction {REDUCTION:.0f}: "
      f"shadow {shadow:.2f} nm at wafer, NILS {shadowed:.3f}")
print(f" slot width on mask/wavelength: {WIDTH*REDUCTION/LAM:.2f}")
print("verified")
```

Output:

```
wavelength 193 nm; NA 0.75; slot width 80 nm
poles: |sigma| 0.5 to 0.7; centre 0.6
wavelength/NA 257.3 nm; slot width*NA/wavelength 0.311
narrow slots, real-space sums relative to isolated slot:
 p 0.93, sigma 0.6, K 2: centre field 1.075, curvature 0.868
 p 1.10, sigma 0.6, K 2: centre field 0.909, curvature 0.620
 p 1.70, sigma 0.6, K 3: centre field 0.882, curvature 0.692
 p 1.80, sigma 0.0, K 3: centre field 0.833, curvature 0.617
 p 2.90, sigma 0.6, K 6: centre field 1.034, curvature 1.040
finite slots: slot sum vs order sum, relative error 5.0e-04
first forbidden pitch: scan 302 nm, predicted 302.7 nm
second minimum: scan 454 nm, predicted 454.1 nm, NILS 0.839
symmetric dense pitch 214.4 nm
dense: NILS 1.524, latitude 15.21 %, centre intensity 0.4441 of clear field
 at 150 nm defocus: NILS 1.499, loss 1.7 %
forbidden: NILS 0.732, latitude 7.32 %, centre intensity 0.2503 of clear field
 at 150 nm defocus: NILS 0.685, loss 6.5 %
isolated: NILS 1.278, latitude 12.75 %, centre intensity 0.3111 of clear field
 at 150 nm defocus: NILS 1.114, loss 12.8 %
at forbidden pitch, relative to isolated intensity at same place:
 centre: interference -0.2062, neighbours alone +0.0107, total 0.8045
 edge: interference -0.1017, neighbours alone +0.0200, total 0.9183
 centre interference from nearest pair -0.0805, second pair -0.1034
incoherent addition at forbidden pitch: NILS 1.279
minimum NILS/isolated NILS, two poles: 0.573
 on-axis |sigma|<0.1: 0.613 at 468 nm (scan from 290 nm)
 filled |sigma|<0.7: 0.794 at 258 nm
two-order phase at forbidden pitch, pole centre: -0.434 rad
 modulation factor cos(phase): 0.907
neglected effects at forbidden pitch, best focus:
 resist index 1.7 (rough): TM NILS 0.700, unpolarised NILS 0.717
 resist blur 10 nm standard deviation (rough): NILS 0.723; isolated 1.238
 pole height |sigma_y|<0.3: minimum at 303 nm, NILS 0.727
 absorber 70 nm (rough), mask reduction 4: shadow 1.98 nm at wafer, NILS 0.733
 slot width on mask/wavelength: 1.66
verified
```
